# Wilson's numerical renormalization group for the Kondo model, part 1

(Sections cited here and not found follow in the second part.)

For a spin $\tfrac12$ coupled antiferromagnetically to a flat, half-filled band, the numerical renormalization group (NRG) gives three results. The spectrum flows from a free chain with a decoupled spin to a free chain with one site removed. The impurity entropy falls from nearly $\ln 2$ to $\gamma T$ along a curve in $T/T_K$ that, for $T\le10\,T_K$, is the same for the two couplings computed. The Wilson ratio $R=4\pi^2\chi_s/(3\gamma)$ is 2 when $T_K\ll D$: at $\rho J=0.10$ it is 2.000 from the lowest levels and 2.003 from thermal sums.

The model is
$$H=\sum_{k\sigma}\epsilon_k c^\dagger_{k\sigma}c_{k\sigma}+J\,\mathbf S\cdot\mathbf s_0,\qquad \mathbf s_0=\tfrac12 f_0^\dagger\boldsymbol\sigma f_0 ,$$
where $f_0$ is the normalized band orbital at the impurity, the density of states per spin is $\rho=1/2D$ on $[-D,D]$, $J>0$ and $g=\rho J$. Units are $k_B=g\mu_B=1$. An impurity quantity is the total minus the value for the same band without impurity, and $T_K=1/(4\chi_s)$ with $\chi_s$ the impurity spin susceptibility at $T\to0$.

## What goes wrong with the direct methods

Perturbation theory in $J$ fails first. The scattering vertex is $(J/2)\,\mathbf S\cdot\boldsymbol\sigma$. Remove the states in strips of width $|dD|$ at both band edges, to second order, and put $\kappa=(J/2)^2\rho|dD|/D$. An intermediate electron at $+D$ gives $-\kappa S^aS^b\sigma^a\sigma^b$. An intermediate hole costs the same energy, reverses the order of the Pauli matrices and brings one fermion sign, giving $+\kappa S^aS^b\sigma^b\sigma^a$. From $\sigma^a\sigma^b=\delta_{ab}+i\epsilon_{abc}\sigma^c$ and $\epsilon_{abc}S^aS^b=iS^c$,
$$S^aS^b\sigma^a\sigma^b=\tfrac34-\mathbf S\cdot\boldsymbol\sigma,\qquad S^aS^b\sigma^b\sigma^a=\tfrac34+\mathbf S\cdot\boldsymbol\sigma .$$
The sum is $2\kappa\,\mathbf S\cdot\boldsymbol\sigma=(\delta J/2)\,\mathbf S\cdot\boldsymbol\sigma$, so $\delta J=\rho J^2|dD|/D$. With $l$ the logarithm of the factor by which the band has shrunk, $dg/dl=g^2$ and $1/g(l)=1/g-l$ at this order. Each factor of energy removes the same amount from $1/g$, and the expansion breaks down near $De^{-1/g}$.

The naive numerical route puts the band on an even grid, maps it to a chain, adds one site at a time and keeps the lowest states. For a flat band the hoppings tend to $D/2$ (shown below), so $N$ sites have levels $D\cos k$ with spacing about $\pi D/N$ at the Fermi level. Resolving the $T_K\approx3\times10^{-5}D$ of the example needs $N\sim10^5$. Worse, each new bond has strength $D/2$, far above the spacing of the kept states, so it mixes them with the discarded ones at order one. The cure must give each factor of energy the same number of states and make each new bond small against the energies already discarded.

## Logarithmic discretization

Choose $\Lambda>1$, cut the band into intervals $\pm[\Lambda^{-m-1},\Lambda^{-m}]D$, $m\ge0$, and keep one state per interval and spin, with weight $\int\rho\,d\epsilon$ in $f_0$ and energy at the interval mean:
$$\gamma_m^2=\tfrac12(1-\Lambda^{-1})\Lambda^{-m},\qquad \xi_m=\tfrac12D(1+\Lambda^{-1})\Lambda^{-m}.$$
The impurity sees the band through $g_{00}(z)=\sum\gamma_m^2/(z\mp\xi_m)$, which in the continuum is $-i\pi\rho$ for $z=iy$, $0<y\ll D$. Pairing $\pm\xi_m$ and using $y\xi/(y^2+\xi^2)=1/(2\cosh u)$ with $u=\ln(y/\xi)$,
$$g_{00}(iy)=-i\sum_m\frac{2\gamma_m^2}{\xi_m}\frac{y\xi_m}{y^2+\xi_m^2}=-\frac{2i}{D}\frac{1-\Lambda^{-1}}{1+\Lambda^{-1}}\sum_m\frac1{2\cosh u_m}.$$
The $u_m$ are spaced by $\ln\Lambda$, and for $y\ll D$ the sum can be extended to all integers. The Fourier transform of $1/(2\cosh u)$ is $\pi/(2\cosh(\pi k/2))$, and Poisson summation samples it at multiples of $k=2\pi/\ln\Lambda$. The $k=0$ term is $\pi/(2\ln\Lambda)$, so
$$g_{00}(iy)\simeq-i\pi\rho/A_\Lambda,\qquad A_\Lambda=\tfrac12\ln\Lambda\,\frac{1+\Lambda^{-1}}{1-\Lambda^{-1}} .$$
The first harmonics add a log-periodic ripple of amplitude $2/\cosh(\pi^2/\ln\Lambda)\approx4e^{-\pi^2/\ln\Lambda}$ relative to this, $5\times10^{-4}$ at $\Lambda=3$. The discretized band thus has density $\rho/A_\Lambda$, and the coupling $J=A_\Lambda g/\rho$ restores $g$. At $\Lambda=3$, $A_\Lambda=1.09861$ and $\rho/A_\Lambda=0.45512/D$, against $0.45518/D$ computed on the chain at $y=10^{-6}D$.

## The Wilson chain

Let $h$ be the diagonal one-particle matrix $\pm\xi_m$. The Lanczos recursion $t_n|n+1\rangle=h|n\rangle-t_{n-1}|n-1\rangle$, started from $f_0$, makes $h$ tridiagonal. Diagonal elements vanish, because $|0\rangle$ is even under $\xi\to-\xi$ and $h$ flips that parity. The first hopping is a geometric sum,
$$t_0^2=2\sum_m\gamma_m^2\xi_m^2=\tfrac14D^2(1+\Lambda^{-1})^2\frac{1-\Lambda^{-1}}{1-\Lambda^{-3}},$$
or $t_0=\tfrac23\sqrt{(2/3)/(26/27)}\,D=0.55470\,D$. The recursion defines the rest. Wilson's closed form,
$$t_n=\tfrac12D(1+\Lambda^{-1})\Lambda^{-n/2}\frac{1-\Lambda^{-n-1}}{\sqrt{(1-\Lambda^{-2n-1})(1-\Lambda^{-2n-3})}},$$
is not derived here. It reduces to $t_0$ above, and it is tested against a 60-digit Lanczos run for the first twelve hoppings. The decay $\Lambda^{-n/2}$ reflects two levels, hence two sites, per factor $\Lambda$. For $\Lambda\to1$ each $1-\Lambda^{-p}\to p\ln\Lambda$, so $t_n\to D(n+1)/\sqrt{(2n+1)(2n+3)}\to D/2$, which is the naive chain.

## The recursion and its signs

Let $H_N$ be the Hamiltonian of the impurity and sites $0,\dots,N$, divided by $\omega_N=\tfrac12D(1+\Lambda^{-1})\Lambda^{-(N-1)/2}$. Since $\omega_N/\omega_{N+1}=\sqrt\Lambda$,
$$H_{N+1}=\sqrt\Lambda\,H_N+\frac{t_N}{\omega_{N+1}}\sum_\sigma\big(f^\dagger_{N\sigma}f_{N+1\sigma}+\text{h.c.}\big),\qquad H_0=\frac{J}{\omega_0}\mathbf S\cdot\mathbf s_0 ,$$
and $t_N/\omega_{N+1}\to1$. A step needs the energies $E_r$ of shell $N$ and the matrices $F^\sigma_{r'r}=\langle r'|f^\dagger_{N\sigma}|r\rangle$. Write $c_\sigma=f_{N+1\sigma}$ and $|r,i\rangle=C_i^\dagger|r\rangle$ with $C_i^\dagger=1,\ c^\dagger_\uparrow,\ c^\dagger_\downarrow,\ c^\dagger_\uparrow c^\dagger_\downarrow$ for $i=0,\dots,3$, containing $n_i=0,1,1,2$ operators. Then $c_\sigma C_i^\dagger|r\rangle=\sum_{i'} a^\sigma_{i'i}C^\dagger_{i'}|r\rangle$ with $a^\uparrow_{01}=a^\uparrow_{23}=a^\downarrow_{02}=1$ and $a^\downarrow_{13}=-1$, the last because $c_\downarrow$ must pass $c^\dagger_\uparrow$. Moving $f^\dagger_{N\sigma}$ through $C_{i'}^\dagger$ costs $(-1)^{n_{i'}}$, so
$$\langle r',i'|f^\dagger_{N\sigma}c_\sigma|r,i\rangle=(-1)^{n_{i'}}a^\sigma_{i'i}F^\sigma_{r'r}.$$
The matrix is block diagonal in $S_z$ and in $Q$, the electron number minus $N+1$. With eigenvector matrix $U$, the next $F^\sigma$ is $U^T[(a^\sigma)^T\otimes1]U$, without a sign because the new operators stand leftmost. Untruncated, the recursion agrees with Jordan–Wigner diagonalization of four sites at $J=0.7D$ to $4\times10^{-14}$ over 512 levels.

## Truncation

The dimension grows by four per step, so states above $E_{\rm cut}$ are dropped. A dropped state would enter the next shell at $\sqrt\Lambda$ times the cut or higher, about 20 for a cut at $E_{\rm cut}=11.7$, while the new bond is of order one. A cap of 400 states is also imposed; near the local-moment point it binds and lowers the cut to between $8.6$ and $9.9$, so that the ratio is 15 to 17 there, and at $g=0.10$ it keeps binding through the crossover, up to $N=23$. The ratio does not shrink with $N$, which is what the even grid lacked. Two rules follow. The cut must not split a degenerate set, or it breaks spin or particle–hole symmetry; when the cap binds, the cut is placed in the first gap at or above the 400th state. And $E_{\rm cut}$ should lie in a gap of the fixed-point spectra, so that the kept set stops changing. With the levels given below, $11.7$ lies between $9+3(0.8)=11.4$ and $4(2.9975)=11.99$, and between $2(5.1961)=10.39$ and $5.1961+4(1.6958)=11.98$. The error is measured on a resonant level, a free chain with one extra site, where the thermal sums defined below differ from the exact ones by at most $2.7\times10^{-3}$ (absolute) for $N=10$ to 26.

## Fixed points

Once $t_N/\omega_{N+1}\simeq1$, the low one-particle levels of a free chain repeat under $N\to N+2$. In units of $\omega_N$ they are $\pm0.8000,\pm2.9975,\pm9.0000$ for an even number of sites and $0,\pm1.6958,\pm5.1961$ for an odd number.

At $J=0$ the many-body spectrum is that of $N+1$ sites, doubled by the spin. For even $N$ there is a zero mode $a_\sigma$ with weight $w_0$ on site 0; its amplitudes obey $\psi_{n+2}=-\psi_nt_n/t_{n+1}$. To first order the perturbation is $Jw_0\,\mathbf S\cdot\mathbf s_a$, with singlet at $-\tfrac34$ and triplet at $+\tfrac14$ of $Jw_0$. The measured gap $\delta_N$ defines $g_{\rm eff}=g\,\delta_N\omega_N/(Jw_0)$. Two shells advance $l$ by $\ln\Lambda$, so $1/g_{\rm eff}$ should drop by $1.0986$ at leading order. For $g=0.01$, $g_{\rm eff}$ goes from $0.010590$ at $N=10$ to $0.010714$ at $N=12$, a drop of $1.092$, lower by $0.6\%$. The local-moment point is marginally unstable.

At $J=\infty$ site 0 is locked into a singlet, hopping onto it costs infinite energy, and a free chain of $N$ sites remains with no extra degeneracy. The mark of this point is a change of parity. Below $4.8\,\omega_N$, the $g=0.01$ run has $88=2\times44$ levels at even $N$ and $120=2\times60$ at odd $N$. The $g=0.10$ run has 60 at $N=40$ and 44 at $N=41$, and they match the chain without site 0, sector by sector, within $6.1\times10^{-5}$.

## Thermodynamics and the even–odd term

Shell $N$ resolves energies near $\omega_N$, so it is used at $T_N=\omega_N/\bar\beta$. A small $\bar\beta$ weights the discarded states and a large one resolves the missing sites; here $\bar\beta=0.7$. Over the untruncated shell spectrum, $S=\bar\beta\langle E\rangle+\ln Z$, $T\chi_s=\langle S_z^2\rangle$ and $T\chi_c=\langle Q^2\rangle/4$, and the exact free values for $N+1$ sites are subtracted.

The bare difference fails at strong coupling. If $S_e$ and $S_o$ are the fixed-point entropies for an even and an odd number of sites, it equals $S_e-S_o$ at even $N$ and $S_o-S_e$ at odd $N$. Weights $\tfrac14,\tfrac12,\tfrac14$ on shells $N-1,N,N+1$ cancel an alternating term, since $-\tfrac14+\tfrac12-\tfrac14=0$. They also bias a term linear in $T$ by the factor $\tfrac14\sqrt3+\tfrac12+\tfrac1{4\sqrt3}=1.077$.

| $T/T_K$ | $S_{\rm imp}$ | $T\chi_s$ |
|---|---|---|
| 1000 | 0.686 | 0.214 |
| 10 | 0.649 | 0.171 |
| 1 | 0.506 | 0.105 |
| 0.1 | 0.155 | 0.025 |
| 0.01 | 0.0175 | 0.0027 |

These are smoothed values for $g=0.10$. Smoothing shifts the middle rows too. The Bethe-ansatz entropy, taken as known and scaled to $\gamma T_K=\pi^2/6$, is $0.5115$ at $T_K$ and $0.1499$ at $0.1\,T_K$; the same weights turn it into $0.5066$ and $0.1555$. The entropy column is therefore the universal curve to about $0.006$. The $g=0.15$ run, with a $T_K$ 38 times larger, reproduces both columns to about $5\times10^{-4}$ for $T/T_K\le10$. The value $\ln2=0.693$ is approached but not reached: at $1000\,T_K$ the computed entropy is $0.0075$ below it, of which about $0.002$ is truncation ($E_{\rm cut}=16$ with a cap of 750 states leaves $0.006$), and $T\chi_s$ is $14\%$ below $\tfrac14$ at either cut. At $g=0.01$, $N=12$, the entropy is $0.6911$; this deficit of $0.002$ comes from truncation, since $E_{\rm cut}=16$ with a cap of 750 states gives $0.6931$. The last row lies above the linear laws $\gamma T=0.0164$ and $T/4T_K=0.0025$ found below; the factor $1.077$ turns these into $0.0177$ and $0.0027$. A bias of $8\%$ rules out reading $\gamma$ from the smoothed curve, so the low-temperature coefficients are taken from unsmoothed differences.

The NRG spectra connect the free chain with a decoupled spin to the chain with one site removed, and the smoothed entropy follows the universal curve to about $0.006$. What remains is to obtain $\gamma$, $\chi_s$ and the Wilson ratio from unsmoothed differences near the strong-coupling fixed point.
